\section*{The Zeldovich factor of a compact two-dimensional nucleus, part 2}

A new layer on a flat terrace starts when a cluster of adatoms passes the critical size $n^*$. The steady nucleation rate per site is $J=Zf^*c^*$, which defines the Zeldovich factor $Z$; a star marks values at the top of the barrier. Energies are in eV and lengths in nm.

A compact island of $n$ atoms has formation work $G(n)=-n\Delta\mu+\beta\sqrt n$. Here $\Delta\mu$ is the driving force per atom, $\beta=s\lambda\sqrt\Omega$, $\lambda$ the edge energy per length, $\Omega$ the area per atom and $s$ the perimeter divided by the root of the area. The top lies at $n^*=(\beta/2\Delta\mu)^2$, with $G^*=n^*\Delta\mu$.

Clusters gain single atoms at rate $f_n$ and lose them at rate $g_n$. The reference density $c_n=e^{-G(n)/kT}$ satisfies $f_nc_n=g_{n+1}c_{n+1}$. The ratio $u_n$ of actual to reference density falls from $u_1=1$ to $u_N=0$ at a large size $N$, with $J=f_nc_n(u_n-u_{n+1})$. Hence $1/J=\sum_n1/(f_nc_n)$, a sum of resistances, and $1/Z$ counts the sizes that effectively share it.

A parabolic top gives $Z=\sqrt{-G''(n^*)/(2\pi kT)}=\sqrt{\Delta\mu/(4\pi kTn^*)}$. The barrier is within $kT$ of its top over a half-width $h=\sqrt{4kTn^*/\Delta\mu}$.

With $x=\sqrt n$, $G=G^*-\Delta\mu(x-x^*)^2$ exactly. For capture proportional to edge length, $f_n=\kappa\sqrt n$, with $\alpha=\Delta\mu/kT$ and lower limit $n_0=x_0^2$, the sum taken as an integral is
\begin{equation}
\int_{n_0}^{\infty}\frac{dn}{f_nc_n}
=\frac{2}{\kappa c^*}\sqrt{\frac{\pi}{\alpha}}\;
\frac{1+\operatorname{erf}[\sqrt\alpha\,(x^*-x_0)]}{2} .
\label{eq:erf}
\end{equation}
Without the last fraction this equals the parabolic estimate $1/(Zf^*c^*)$.

The cobalt example has hexagonal islands on Co(0001) at 650~K, with $kT=0.05601$~eV, $\Delta\mu=0.13$~eV, $\beta=0.9526$~eV, $n^*=13.42$, $G^*=31.16\,kT$ and $Z=0.11729$.

\subsection{The weak-barrier limit}

The error function shows where the agreement ends. Take $\Delta\mu=0.5\,kT$ and $n^*=4$, so that $G^*=2\,kT$. Each term of the sum represents a strip of unit width centred on an integer. The first strip begins at $n_0=1/2$, and the last fraction in Eq.~\eqref{eq:erf} is
\begin{equation}
\frac{1+\operatorname{erf}[\sqrt{0.5}\,(2-\sqrt{0.5})]}{2}=0.902 .
\end{equation}
Part of the Gaussian peak is missing because clusters smaller than one atom do not exist. The resistance is smaller, and $Z$ should exceed the formula by the factor $1/0.902=1.109$. The steady-state equations for this case give a ratio of 1.109 as well. An 11\% error at a barrier of $2\,kT$ is mild, but at such a barrier a steady rate over a rare top state is itself a doubtful picture.

\subsection{Other laws of capture}

If capture is limited by diffusion across the terrace, $f_n$ depends weakly on island size. Its limiting case is a constant $f_n=f^*$. The integral over the full Gaussian is then
\begin{equation}
\frac{1}{f^*c^*}\int_{-\infty}^{\infty}2x\,e^{-\alpha(x-x^*)^2}dx
=\frac{2x^*}{f^*c^*}\sqrt{\frac\pi\alpha}
=\frac1{f^*c^*}\sqrt{\frac{4\pi n^*}{\alpha}} .
\end{equation}
The deviation $x-x^*$ averages to zero by symmetry, and the same $Z$ results, apart from end terms.

A capture rate proportional to area, $f_n=\kappa n$, serves as a contrasting case with a stronger dependence on size. With $x=x^*+t$ the integrand contains $2/x=(2/x^*)(1+t/x^*)^{-1}$. Expanding for small $t/x^*$ and averaging over the Gaussian, for which $\langle t^2\rangle=1/(2\alpha)$ and $\langle t^4\rangle=3/(4\alpha^2)$, gives the factor
\begin{equation}
1+\frac{\langle t^2\rangle}{n^*}+\frac{\langle t^4\rangle}{n^{*2}}+\dots
=1+\frac{kT}{2G^*}+\frac34\left(\frac{kT}{G^*}\right)^2+\dots
\end{equation}
by which the resistance grows. For the cobalt barrier of $31.16\,kT$ the two corrections are 0.0160 and 0.0008. The steady-state equations give $Z=0.11535$ for this law and $0.11729$ for the other two. The ratio is 1.0168, in agreement with the expansion.

\subsection{What happens at the top}

From $J=f_nc_n(u_n-u_{n+1})$, the drop of $u$ per added atom at the top is $J/(f^*c^*)=Z$. With $f_n\propto\sqrt n$ the resistance is symmetric about $x^*$, so half of it lies on each side and $u$ passes through $1/2$ there. In the cobalt example the computed value is 0.4999, read at $n^*+1/2$ because $u_n$ includes the whole link that starts at $n$.

The ratio $u_n$ has a second meaning. Let $q_n$ be the probability that a cluster of size $n$ shrinks to one atom before it reaches the large size $N$. Considering its next change of size,
\begin{equation}
f_n(q_{n+1}-q_n)+g_n(q_{n-1}-q_n)=0 .
\end{equation}
Multiplying by $c_n$ and using $g_nc_n=f_{n-1}c_{n-1}$ gives
\begin{equation}
f_nc_n(q_n-q_{n+1})=f_{n-1}c_{n-1}(q_{n-1}-q_n).
\end{equation}
This is the condition of constant flux obeyed by $u_n$, with the same end values 1 and 0. Hence $q_n=u_n$, and a cluster at the top dissolves or grows with nearly equal chance. The factor $Z$ is not this one half. It is the slope with which the chance changes from atom to atom.

\subsection{Which assumptions fix the number $4\pi$}

Let the edge term be $\beta n^p$ with $0<p<1$. The condition $G'=0$ gives $\Delta\mu=p\beta n^{*\,p-1}$, and
\begin{equation}
G''(n^*)=-p(1-p)\beta n^{*\,p-2}=-(1-p)\frac{\Delta\mu}{n^*} .
\end{equation}
The parabolic estimate becomes
\begin{equation}
Z=\sqrt{\frac{(1-p)\Delta\mu}{2\pi kT\,n^*}} .
\end{equation}
For $p=1/2$ the denominator contains $4\pi$. For a compact three-dimensional nucleus, whose surface grows as $n^{2/3}$, it contains $6\pi$. Numerical curvatures with $\beta=0.9$~eV and the cobalt values of $\Delta\mu$ and $T$ reproduce the factors 4.000 and 6.000. An island with a ragged edge, whose perimeter grows faster than $\sqrt n$, has $p>1/2$ and a smaller $Z$ at the same $\Delta\mu$ and $n^*$.

The edge energy need not be strictly constant. A correction to $\lambda$ proportional to the inverse island radius, multiplied by the perimeter, adds a constant to $G$. It changes $G^*$ but neither derivative, and the result for $Z$ stands. A term $\tau kT\ln n$ does change it. Then $\beta/(2\sqrt{n^*})=\Delta\mu-\tau kT/n^*$, and
\begin{align}
G''(n^*)&=-\frac1{2n^*}\left(\Delta\mu-\frac{\tau kT}{n^*}\right)-\frac{\tau kT}{n^{*2}}\nonumber\\
&=-\frac{\Delta\mu}{2n^*}\left(1+\frac{\tau kT}{n^*\Delta\mu}\right).
\end{align}
The correction is small if $n^*\Delta\mu\gg|\tau|kT$.

\subsection{Hexagonal islands on cobalt}

Consider hexagonal islands on hcp Co(0001) at 650~K, where $kT=0.05601$~eV. The inputs are rough: atomic spacing $a=0.25$~nm, edge energy 1.1~eV/nm, and a chosen driving force of 0.13~eV per atom. With $\Omega=\sqrt3a^2/2=0.05413$~nm$^2$ and $s=3.7224$,
\begin{align}
\beta&=3.7224\times1.1\times\sqrt{0.05413}=0.953\ \text{eV},\nonumber\\
n^*&=(0.9526/0.26)^2=13.4,\nonumber\\
G^*&=13.42\times0.13=1.745\ \text{eV}=31.2\,kT .
\end{align}
Since $\Delta\mu/kT=2.321$,
\begin{equation}
Z=\sqrt{\frac{2.321}{4\pi\times13.42}}=0.117,\qquad h=4.8\ \text{atoms}.
\end{equation}

The rate also needs the adatom coverage. Cutting a close-packed layer along a row breaks two bonds per row atom and creates two edges. Each edge costs one bond energy $\varepsilon$ per spacing, so $\varepsilon=\lambda a=0.275$~eV. An adatom lacks the three in-plane bonds of an atom at a kink. Its equilibrium coverage is therefore $e^{-3\varepsilon/kT}=4.0\times10^{-7}$, and the driving force raises it by $e^{2.321}=10.2$ to $\theta=4.1\times10^{-6}$. The smooth-edge formula extended to $n=1$ would give $e^{-G(1)/kT}=4.2\times10^{-7}$, so it does not describe single adatoms well. The link at $n=1$ hardly contributes to the sum of resistances, and the bond count is used for $\theta$. A rough hop barrier of 0.15~eV and an attempt rate of $10^{13}$~s$^{-1}$ give a total hop rate $\Gamma=6.9\times10^{11}$~s$^{-1}$. The critical edge has 12.7 sites. An adatom in the row next to the contact row enters it by two of its six possible hops. If the coverage beside the island is taken equal to that of the open terrace,
\begin{align}
f^*&=12.69\,\theta\,\Gamma/3=1.2\times10^{7}\ \text{s}^{-1},\nonumber\\
J&=0.117\times1.19\times10^{7}\times2.94\times10^{-14}\nonumber\\
&=4.1\times10^{-8}\ \text{s}^{-1}\ \text{per site}.
\end{align}
Division by $\Omega$ gives 0.76 nuclei per $\mu$m$^2$ per second. The capture rate used here is too high. An island that captures atoms depletes the terrace around it, and an atom that leaves often returns to the same island. On a terrace 1~$\mu$m wide, diffusion makes the net exchange roughly 16 times slower than $f^*$ assumes, and the nucleation rate falls by about the same factor.

To see which deposition rate $F$ sustains this state, take a strip terrace of width $L=1\ \mu$m between absorbing steps, without evaporation or islands. The equation $D\theta''=-F$, with $\theta=\theta_{\rm eq}$ at both steps, has the central value $\theta_{\rm eq}+FL^2/(8D)$. For a random walk in the plane $D=a^2\Gamma/4=1.07\times10^{10}$~nm$^2$/s, so
\begin{equation}
F=\frac{8D(\theta-\theta_{\rm eq})}{L^2}=0.32\ \text{layers/s}.
\end{equation}
At the central rate about 2.4 nuclei would form per $\mu$m$^2$ while one layer is deposited. The coverage falls towards the steps, and averaging the rate over the terrace leaves about 0.6. The slower exchange by diffusion lowers this further, to about 0.03. With these inputs the smooth-edge model therefore predicts that the existing steps fill the layer almost alone. New islands begin to compete at a higher deposition rate or on a wider terrace.

\subsection{What the model leaves out}

The edge of a 13-atom island is not a smooth line. Counting bonds in compact spiral clusters, at the same $\Delta\mu$, $\varepsilon$ and capture law, puts the highest work at 17 atoms. Such a cluster lacks 15 bonds, so $G=15\times0.275-17\times0.13=1.915$~eV. The rate falls to 0.11 of the smooth-edge value. The higher top alone would give $e^{-0.170/0.056}\approx0.05$. The loss is smaller mainly because the work is now jagged and fewer sizes lie close to the maximum: about 4.2 sizes share the resistance instead of 8.5. The larger capture rate at 17 atoms adds a further factor $\sqrt{17/13.4}\approx1.13$. With 16 atoms, for example, 14 bonds are missing and $G=1.770$~eV. This count keeps one shape per size.

Kinks act in the opposite direction. Describe a long edge by segments of length $a$ and weight $w=e^{-\varepsilon/kT}$. A straight segment advances by $a$, and each of two oblique ones by $a/2$. The weight of all paths that advance by $m$ half-spacings obeys $Q_m=wQ_{m-2}+2wQ_{m-1}$. Setting $Q_m\propto y^{-m}$ gives $wy^2+2wy=1$, and the free energy per spacing is
\begin{equation}
2kT\ln y=2kT\ln\!\left(-1+\sqrt{1+1/w}\right),
\end{equation}
which is 3.5\% below $\varepsilon$. The recursion counts slightly too many edges: a step down followed at once by a step up leaves no atom missing, and is the same edge as a straight segment. Counting each edge once gives 3.4\%. Because $Z\propto1/\beta$ and $f^*\propto\sqrt{n^*}\propto\beta$ at fixed coverage, their product is unchanged. The rate rises through $G^*\propto\beta^2$ by a factor 8.5, or 7.8 if each edge is counted once. This estimate is meant for long edges and is not reliable for sides only a few atoms long. The two corrections are also not independent and should not be multiplied. A direct count includes both: for sizes up to 24 atoms, $e^{-G/kT}$ is summed over the island shapes that lack at most two bonds more than the most compact one. This raises the one-shape rate about 25 times, to roughly 2.8 times the smooth-edge value. In this example the large number of shapes therefore outweighs the higher, jagged work.

Cobalt growth can lie outside this regime. The chosen temperature is not far below the rough 700~K at which the bulk turns from hcp to fcc, and the terrace is wide. Nearer room temperature, at the same deposition rate, the equilibrium coverage is far lower and the supersaturation much larger. At 300~K, on the same terrace before any islands have formed, the smooth-edge formula would put the critical size below one atom, where a smooth edge has no meaning. Islands in fcc stacking and the two unequal edge types of the hcp surface are also left out, and their effect is not estimated here. The rate is very sensitive to the rough edge energy: raising it by 10\% at fixed $\Delta\mu$ raises the barrier by $0.21\times31.16=6.5\,kT$, whereas $Z$ falls by only 9\%. At a fixed deposition rate the result is different, because stronger bonds also lower the equilibrium coverage and so raise the driving force. The same 10\% then increases $\Delta\mu$ to 0.21~eV, lowers the barrier to about $24\,kT$ and raises $Z$ to 0.22. The absolute rate is therefore uncertain by orders of magnitude, and $Z$ by a factor of two to three. The numerical output lists most of the values behind these estimates.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 650 K
thermal energy kT: 0.05601 eV
atomic spacing: 0.25 nm
area per atom: 0.05413 nm^2
edge energy: 1.10 eV/nm
edge energy per edge atom (= bond): 0.2750 eV
driving force: 0.130 eV per atom
driving force over kT: 2.321
supersaturation ratio: 10.18
hexagon perimeter/sqrt(area): 3.7224
beta: 0.9526 eV
critical size n*: 13.42 atoms
barrier G*: 1.745 eV
barrier G*/kT: 31.16
Zeldovich factor, formula: 0.11729
Zeldovich factor, master eq., f~sqrt(n): 0.11729
relative difference: 7.6e-13
Zeldovich factor, master eq., constant f: 0.11729
Zeldovich factor, master eq., f~n: 0.11535
leading correction kT/(2G*): 0.0160
half-width of zone within kT of top: 4.81 atoms
steady/equilibrium density at top: 0.4999
factor of pi for p=1/2: 4.000
factor of pi for p=2/3: 6.000
weak barrier test: G*/kT = 2.0, n* = 4
weak barrier, true Z / formula: 1.109
weak barrier, lower-limit factor: 0.902
hop barrier: 0.15 eV
attempt rate: 1.0e+13 1/s
hop rate: 6.87e+11 1/s
equilibrium adatom coverage: 4.01e-07
adatom coverage: 4.09e-06
edge sites of critical nucleus: 12.69
attachment rate f*: 1.19e+07 1/s
exp(-G*/kT): 2.94e-14
nucleation rate per site: 4.10e-08 1/s
nucleation rate: 0.76 per um^2 per s
adatom diffusion coefficient: 1.07e+10 nm^2/s
terrace width: 1000 nm
deposition rate needed: 0.316 layers/s
nuclei per um^2 per layer time: 2.39
lattice edge: size of highest work: 17 atoms
lattice edge: highest work: 1.915 eV
lattice edge: rate / continuum rate: 0.109
kink entropy: edge energy lowered by 3.49 %
kink entropy: rate raised by factor 8.49
edge energy +10%: barrier raised by 6.54 kT
\end{verbatim}
